Counting the domain states of polar hafnia grown from cubic fluorite

**Problem**

Suppose that a hafnia grain in a gate stack starts in the cubic fluorite structure, space group Fm-3m, and transforms on cooling to the polar orthorhombic structure Pca2₁. The polar axes a, b, c lie along the cubic axes, c is the polar axis, and the primitive cell of the polar phase is the conventional cubic cell, with four formula units. How many orientational variants can form, and how many domain states are there when shifts of the pattern by lost lattice translations are counted too? How does a field along the film normal separate these states in energy?

Two states are different if their atomic patterns differ when both are drawn on the undeformed cubic lattice. This convention, called parent clamping, leaves out the small rotations by which strained domains fit together.

**First estimate by scaling**

The polarization can point along any of the six cubic directions ±x, ±y, ±z. The primitive cell grows from one formula unit to four, so a pattern can be placed on the parent lattice in about four ways. If the number of states scales as the number of polar directions times the growth of the cell,

N_est = 6 × 4 = 24.

This assumes that the direction of polarization fixes the orientation of the crystal, which the exact count must examine.

**Exact solution: states as cosets**

Write an operation as (R|t), which takes a point r to Rr + t, with lengths in units of the cubic cell edge. Let G be the group of the parent, S one polar structure, and F the set of operations in G that leave S unchanged. Every domain state is an image gS with g in G. Two images coincide when

gS = hS ⇔ h⁻¹gS = S ⇔ h⁻¹g ∈ F ⇔ gF = hF.

Each state therefore corresponds to one left coset of F, and the number of states is the index |G:F|.

**Exact solution: the subgroup**

It must be shown that F is Pca2₁ and nothing larger. With a cation at the origin, each operation of G consists of one of the 48 signed permutations of the axes and a translation of the face-centred lattice. In its standard setting Pca2₁ has the general positions

(x, y, z), (−x, −y, z+½), (x+½, −y, z), (−x+½, y, z+½).

The undistorted sites are Hf (0, ¼, ¼), O1 (¼, 0, 0) and O2 (¼, ½, 0); the four positions generated from each give the 12 atoms of the fluorite cell. Moving the origin to the cation at p = (0, ¼, ¼) changes each translation to t′ = t + Rp − p. For the screw axis and the two glides this gives

2₁: t′ = (0, −½, ½)
a glide: t′ = (½, −½, 0)
c glide: t′ = (½, 0, ½).

All three are face-centring vectors, so Pca2₁ is contained in G.

F could still be larger. An operation that keeps the atomic pattern also keeps the strain which that pattern produces when the lattice is released. The point operations of F must therefore preserve three unequal axis lengths, which makes R diagonal, and must preserve the polarization, which requires R_zz = +1. That leaves the signs of R_xx and R_yy, hence four operations, the group mm2 already present.

For the translations, take a cation shift (u, v, 0). The general positions give these shifts on the four cations:

(0, 0, 0): (u, v, 0)
(0, ½, ½): (−u, −v, 0)
(½, ½, 0): (u, −v, 0)
(½, 0, ½): (−u, v, 0).

For nonzero u and v all four differ, so no face-centring translation survives. Two operations of F with the same R differ by a translation in F, so F has one operation for each R, up to whole cubic cells. Hence F is Pca2₁.

**Exact solution: the index**

Both groups are infinite, so the index is split through the group M of all operations of G whose point part belongs to mm2:

|G:F| = |G:M| |M:F|.

The first factor compares point parts alone:

|G:M| = |m-3m| / |mm2| = 48/4 = 12.

For the second, take m in M. Some f in F has the same point part, so mf⁻¹ is a pure translation t of G. Then m = tf and mF = tF. Two translations give the same coset when their difference is a translation of F, so the number of cosets is the ratio of primitive-cell volumes:

|M:F| = v_F/v_G = a₀³/(a₀³/4) = 4,

where a₀ is the cubic cell edge. Therefore

|G:F| = 12 × 4 = 48.

States in the same coset of M differ by a parent translation and have the same orientation. There are thus 12 orientational variants, each with four translational, or antiphase, states.

Direct enumeration agrees. A 2 × 2 × 2 supercell of fluorite has 1536 symmetry operations. Applied to an explicit polar displacement pattern, they produce 48 distinct patterns, which fall into 12 classes under translation; 32 operations leave the pattern unchanged, and 1536/32 = 48.

**Comparison of the two counts**

The estimate is low by a factor of two. The parent operations that keep a polar direction form 4mm, of order 8, while the polar structure keeps mm2, of order 4. For each polarization the a and b axes can therefore be assigned in two ways:

N/N_est = |4mm|/|mm2| = 8/4 = 2.

Polarization alone distinguishes 6 variants. Strain alone also distinguishes 6, the permutations of three unequal lengths, since it is blind to the sign of P. Together they distinguish all 12. Neither separates the four antiphase states, because a translation changes no macroscopic tensor.

The estimate is right when the low phase keeps all of 4mm. A uniform shift of the oxygen sublattice along z does so and keeps the primitive cell; its count is 6 × 1 = 6, as enumeration also gives.

The number of states is not the number of different symmetry groups. Conjugating an operation (Q|s) of F by (R|t) gives

(RQR⁻¹ | Rs + t − RQR⁻¹t).

If R is diagonal, RQR⁻¹ = Q. The components of s and t are multiples of ½, so Rs differs from s by whole cells, and t − Qt is a whole-cell translation. F is unchanged. New groups come from the six permutations of the axes, which change the polar axis or exchange the two kinds of glide plane. There are 6 groups, each shared by 48/6 = 8 states.

**A second case: a tetragonal intermediate**

Suppose the grain first becomes tetragonal, P4₂/nmc, with point group of order 16 and two formula units per primitive cell. The first step gives (48/16) × 2 = 6 states. In the one with its axis along x, the oxygen atoms move by

u_x ∝ s_y s_z,

where s is +1 at coordinate ¼ and −1 at ¾. The screw axis and the c glide reverse both u_x and s_z; the a glide reverses neither; all three preserve s_y. The pattern therefore keeps every operation of F, and the second index is

(16/4) × (4/2) = 8.

The product is 6 × 8 = 48, as before. A grain whose tetragonal state is already fixed has 8 polar states that keep the sign of its u_x pattern (8 more have the same symmetry groups but descend from the state with u_x reversed): four polarization directions normal to the tetragonal axis, with two translational states each. The tetragonal axis becomes a.

**Energies in a hafnia film**

Take rough lattice lengths a, b, c = 5.25, 5.00, 5.05 Å, a cell volume V = 132.56 Å³, and formal charges +4 and −2. Relative to fluorite, the four O1 ions per cell move by 0.105c along the polar axis; in this model Hf and O2 do not move along it. The cell dipole has magnitude

4 × 2 × 0.105 × 5.05 = 4.24 e Å.

It points opposite to the oxygen shift. Dividing by V gives P = 51.3 μC/cm².

In a field E inside the film, and with P held fixed, each cell has energy U = −V P·E. The small polarization induced by the field is left out. Here P is measured with every oxygen tied to the fluorite site it came from, so U compares states joined by paths on which no oxygen crosses a Hf plane. Other paths exist: moving each O1 ion 0.29c further, through the Hf plane, leads to the mirror-image state, which is labelled with the opposite P. Along that path the polarization grows by about 142 μC/cm² in its original direction instead of changing by about 103 μC/cm² against it, and the work done by the field has the opposite sign. The levels below leave such paths out. At 1 MV/cm, or 0.01 V/Å, the scale is VPE = 0.0424 eV. Each of the six polarizations carries 8 states, so the levels follow from the angle between P and the film normal:

[001]: 8 states at −0.0424 eV, 32 at 0, 8 at +0.0424 eV
[110]: 16 at −0.030 eV, 16 at 0, 16 at +0.030 eV
[111]: 24 at −0.024 eV, 24 at +0.024 eV.

The field favours some states but does not select a single one: even for [001], two assignments of a and b and four antiphase states remain degenerate.

**Effects outside the ideal count**

*Clamping.* Hold an [001] film on a square mesh of side V^(1/3) ≈ 5.099 Å, used unrounded below. For an isotropic film with free normal strain, the in-plane stress is σ₁ = Y(e₁ + νe₂)/(1 − ν²), and σ₂ follows by exchanging indices. The energy V(σ₁e₁ + σ₂e₂)/2 is

U_el = VY(e₁² + e₂² + 2νe₁e₂)/[2(1 − ν²)].

With rough values Y = 200 GPa and ν = 0.30, it is 0.0545, 0.0687 or 0.0798 eV per cell when a, b or c is normal to the film. The 48 states split into three groups of 16. On this mesh, polarization along the normal costs about 0.025 eV more than the cheapest orientation (from the unrounded energies), so the field must exceed about 0.025/0.0424 ≈ 0.6 MV/cm to make it lowest. The threshold depends strongly on the mesh: the same formula gives about 2.6 MV/cm at 5.05 Å and 0.8 MV/cm at 5.15 Å. This compares energies and says nothing about switching barriers.

*Depolarization.* Let the polarization be uniform and normal to a 10 nm film on a 1 nm silica interlayer, with short-circuited electrodes and no interface charge. Continuity of displacement and zero total voltage require

ε₀ε_f E_f + P = ε₀ε_i E_i,  E_f t_f + E_i t_i = 0,

where ε₀ = 1/(4π) in atomic units. Substituting E_i = −E_f t_f/t_i gives

E_f = −P/[ε₀(ε_f + ε_i t_f/t_i)].

For ε_f = 30 and ε_i = 3.9, E_f = −8.39 MV/cm and E_i = 83.9 MV/cm. The latter is far above a rough breakdown field of 10 MV/cm. At fixed P the field is proportional to the uncompensated charge, so for this limit at least 1 − 10/83.9, or about 88%, must be compensated. The 10 MV/cm is a rough bulk value, only 1 V across 1 nm; a limit of 20 MV/cm would give about 76%. Interface charge can do this; domains of opposite polarization can instead reduce the average P.

*Lattice rotation.* Two domains with a and b exchanged can share the diagonal of their a–b rectangles after a relative rotation

2 arctan(a/b) − 90° = 2.8°.

A twinned grain can thus show more than 12 precise lattice orientations, although each domain still belongs to one of the 12 variants.

*Temperature.* At 300 K the thermal energy is 0.0259 eV, comparable with the field energy of one cell. A uniformly polarized 10 nm cube holds 7544 cells, and its two polarities, joined without oxygen crossing the Hf planes, differ by 2 × 0.0424 × 7544 ≈ 640 eV. In equilibrium the chance of finding such a grain as a whole in the unfavoured polarity is then negligible, while states of equal energy remain equally likely.

**Beside real devices**

A thickness of 10 nm and a field of 1 MV/cm are in the usual range for ferroelectric hafnia. The polarization of 51.3 μC/cm² describes a single domain with P along the normal; measured remanent values are often lower, roughly 20 μC/cm². Real films break the single-orientation assumption: in a [111] grain the normal component falls to 51.3 × 0.577 ≈ 30 μC/cm². Non-polar phases and unswitched domains lower the average further. In the other direction, a rough dynamical oxygen charge of −2.5 would raise the single-domain value to about 64 μC/cm² if it held over the whole 0.53 Å shift; dynamical charges are defined for small displacements, so this shows the sensitivity of the estimate and is not a prediction. These corrections change energies and populations. The index can change only if the parent, the polar space group or the relation between their cells is different. The numerical output lists the values used here.

Numbers as computed

```
Parent point operations: 48
Parent operations in supercell: 1536
Polar point operations: 4
Polar operations in supercell: 32
Point index: 12
Translation index: 4
Domain states counted: 48
Orientational variants counted: 12
Distinct polarizations: 6
Distinct strains: 6
Distinct polarization-strain pairs: 12
Conjugate subgroups: 6
States per subgroup: 8
Tetragonal control states: 6
Zone-centre polar control states: 6
Polar states per tetragonal state: 8
Polar directions per tetragonal state: 4
Rough a, b, c (angstrom): 5.25 5.00 5.05
Hf shift (fractions of a, b, c): 0.03 0.015 0.0
O1 shift (fractions of a, b, c): 0.11 0.07 0.105
O2 shift (fractions of a, b, c): -0.02 0.035 0.0
Cell volume (angstrom3): 132.56
Hf coordination within 2.7 angstrom: 7
Shortest Hf-O distance (angstrom): 2.03
Tetragonal mode amplitude (angstrom): 0.341
Cell dipole (e angstrom): 4.242
Polarization, formal charges (uC/cm2): 51.3
Rough dynamical oxygen charge (e): -2.5
Polarization, dynamical (uC/cm2): 64.1
Applied field (MV/cm): 1.0
Field energy P E V per cell (eV): 0.0424
Normal (0, 0, 1), (cosine, states): [(1.0, 8), (0.0, 32), (-1.0, 8)]
Normal (1, 1, 0), (cosine, states): [(0.7071, 16), (0.0, 16), (-0.7071, 16)]
Normal (1, 1, 1), (cosine, states): [(0.5774, 24), (-0.5774, 24)]
Young modulus (GPa), Poisson ratio: 200, 0.30
Clamping mesh side (angstrom): 5.099
Clamping eV/cell, a/b/c normal: 0.054 0.069 0.080
Film, interlayer thickness (nm): 10, 1
Film, interlayer permittivity: 30, 3.9
Bare depolarizing field (MV/cm): -8.39
Bare interlayer field (MV/cm): 83.9
Rough breakdown field (MV/cm): 10
Minimum compensated fraction: 0.881
Twin misfit angle (degrees): 2.79
Thermal energy at 300 K (eV): 0.0259
Cells in a 10 nm cube: 7544
Grain reversal energy 2PEV (eV): 640
```
